Helix period, chiral wall energy and the critical Dzyaloshinskii-Moriya constant, part 1

(Sections cited here and not found follow in the second part.)

## First half: the model, the helix and the wall

**Q:** Before any result, I want to see the energy. What is varied, and what is left out?

**A:** The state is a unit vector m(x), the direction of the magnetization, which varies along one direction x. A prime means d/dx. The energy per volume is

w = A|m'|² + K(1 − m_z²) − D e·(m×m').

Here A > 0 is the exchange stiffness, K ≥ 0 is the anisotropy with easy axis z, and D is the Dzyaloshinskii-Moriya constant. The fixed unit vector e is perpendicular to z. An integral of w over x is an energy per area. Dipolar fields, an applied field and thermal fluctuations are left out, and so are textures that vary in more than one direction. The magnetization is treated as a continuous field, so it must turn slowly from atom to atom.

**Q:** Why does this belong to relativistic magnetism? I see no speed of light in it.

**A:** It is hidden in D and K. Without spin-orbit coupling and without magnetic forces between the moments, the energy does not change when all spins are rotated together while the lattice stays fixed. Rotate all spins by 180° about an axis perpendicular to e. This rotation R gives

e·(Rm×Rm') = (R⁻¹e)·(m×m') = −e·(m×m').

The energy can be unchanged for every texture only if D = 0. In the same way, a rotation that takes z into x changes 1 − m_z² into 1 − m_x², so K must vanish too. The exchange term A|m'|² survives every such rotation. Both D and K therefore need an interaction that ties spin directions to directions in space, and such interactions are relativistic in origin.

There is a second condition on D. Under spatial inversion x becomes −x, while m, being an axial vector, keeps its direction. The term has one derivative and changes sign. A crystal or film with an inversion centre has D = 0 for this continuum constant. Individual bonds in such a crystal can still carry a Dzyaloshinskii-Moriya coupling, but its sign alternates from bond to bond; it can cant neighbouring spins and gives no net twist.

**Q:** I know two different Dzyaloshinskii-Moriya energies, one for interfaces and one for bulk crystals. Which is yours?

**A:** Both, for suitable e. Take e = y first. The y component of the cross product is

(m×m')_y = m_z m_x' − m_x m_z',

which is the interfacial form for variation along x.

For the bulk form, note that m depends on x alone, so

curl m = (0, −m_z', m_y'),

m·curl m = −m_y m_z' + m_z m_y' = −(m×m')_x.

With e = −x the term −D e·(m×m') is therefore −D m·curl m. If a source writes +D m·curl m, its D is the negative of mine. I take D > 0; a negative D is covered by reversing e, which reverses the sense of rotation and changes no energy.

**Q:** Then you must do every calculation twice.

**A:** No. A rotation of all spin vectors about z turns e = −x into e = y. It leaves |m'|² and m_z unchanged, and the triple product e·(m×m') is unchanged when all three vectors are rotated. I can use e = y from here on. The spins of an interfacial texture then turn in the xz plane, and those of the corresponding bulk texture turn in the yz plane.

For rotation in the xz plane write

m = (sinθ, 0, cosθ), m' = θ'(cosθ, 0, −sinθ).

Then |m'|² = θ'², and

m_z m_x' − m_x m_z' = cosθ (θ' cosθ) − sinθ (−θ' sinθ) = θ'.

The planar energy density is

w = Aθ'² + K sin²θ − Dθ'.

**Q:** Here is my first objection. The term −Dθ' is a total derivative. It drops out of the Euler-Lagrange equation, so it cannot fix a period.

**A:** It does drop out of the equation inside the sample. Vary θ by η and integrate by parts:

δ∫w dx = ∫(−2Aθ'' + 2K sinθ cosθ) η dx + [(2Aθ' − D) η] at the ends.

The first part contains no D. But at a free end η is arbitrary, and the second part demands

2Aθ' = D.

For K = 0 the interior equation is θ'' = 0, so θ' is a constant, and the free ends select its value. Put differently, D does not act on the way a given total rotation is distributed; it acts on how much total rotation there is. The interior equation is satisfied by any constant rate, and the energy decides between them.

**Q:** So what is the period for K = 0? And please do not assume that the spins stay in a plane.

**A:** I assume only that m is a unit vector. Differentiating m·m = 1 gives m·m' = 0. The two vectors are perpendicular, so |m×m'| = |m'|. Since e is a unit vector,

e·(m×m') ≤ |m'|.

With D > 0 and K = 0 this gives

w ≥ A|m'|² − D|m'|.

Complete the square:

A|m'|² − D|m'| = A(|m'| − D/(2A))² − D²/(4A) ≥ −D²/(4A).

This bound holds at each point. To reach it, two conditions must hold everywhere: |m'| = D/(2A), and m×m' points along +e. Write q₀ = D/(2A). Then m×m' = q₀e. Since m×m' is perpendicular to m, the spins satisfy e·m = 0 and lie in the plane perpendicular to e. The rule (a×b)×c = b(a·c) − a(b·c) gives

(m×m')×m = m'(m·m) − m(m'·m) = m'.

Hence

m' = q₀ e×m.

This is a uniform rotation about e at the rate q₀ per length. A full turn takes the length

L₀ = 2π/q₀ = 4πA/D.

The planar shape has been derived, not assumed. The bound also shows that for K = 0 no other texture m(x) has a lower energy density.

**Q:** The factor 4π looks fragile to me. Someone else may find 2π.

**A:** It depends on how the exchange energy is written. If it is (J/2)|m'|², then A = J/2 and the same period reads 2πJ/D. The physical length is unchanged. What must be checked before using the formula is that the exchange term is A|m'|², with no factor of one half, and that the chiral term contributes −Dθ' for planar rotation.

**Q:** Put in numbers, and tell me how the units combine.

**A:** I take round model parameters that stand for no particular material: A = 10 pJ/m and, for the helix, K = 0. A quotient of pJ/m and mJ/m² is a length in nm. For D = 2 mJ/m²,

L₀ = 4π × 10/2 nm = 62.83 nm.

For D = 3 mJ/m² it is 4π × 10/3 nm = 41.89 nm. A stronger chiral term winds the helix more tightly, and a stiffer exchange unwinds it.

As a test, a chain of three-component spins with free ends was relaxed from a disturbed uniform state at D = 2 mJ/m². Its period came out as 62.88 nm.

**Q:** That is not 62.83 nm. Is the formula slightly wrong, or the chain?

**A:** The chain is a discrete version of the continuum, and the sign of the difference can be derived. Let neighbouring spins be a distance h apart and let the angle between them be δ. The squared difference of two unit vectors is 2 − 2cosδ, so the energy per area of one bond is

(A/h)(2 − 2cosδ) − D sinδ.

Its derivative with respect to δ vanishes when

(2A/h) sinδ = D cosδ, or tanδ = Dh/(2A) = q₀h.

For positive angles below 90°, δ < tanδ. The chain therefore turns by slightly less than q₀h per bond, and its period 2πh/δ is slightly longer than 2π/q₀. As h goes to zero, tanδ/δ goes to 1 and the continuum period returns.

**Q:** Now switch on the anisotropy. A wall separates a region along +z from a region along −z. What does it cost?

**A:** Start with the planar wall, θ going from 0 at x = −∞ to π at x = +∞. Its energy per area, measured from the uniform state, for which w = 0, is

σ = ∫(Aθ'² + K sin²θ − Dθ') dx.

Treat the first two terms as a sum of squares:

Aθ'² + K sin²θ = (√A θ' − √K sinθ)² + 2√(AK) sinθ θ'.

The last term is a total derivative, since sinθ θ' = −(cosθ)'. Between the two ends it contributes

2√(AK)(cos0 − cosπ) = 4√(AK).

The chiral term contributes −D(π − 0) = −πD. Therefore

σ = 4√(AK) − πD + ∫(√A θ' − √K sinθ)² dx.

The remaining integral cannot be negative. It vanishes when

θ' = sinθ/Δ, Δ = √(A/K).

The lowest energy of a planar wall with this sense of rotation is thus

σ = 4√(AK) − πD.

**Q:** You have not shown that such a profile exists and reaches both ends.

**A:** Divide by sinθ and use the derivative of ln tan(θ/2), which is θ'/sinθ:

d/dx ln tan(θ/2) = 1/Δ.

With the wall centred at x = 0,

tan(θ/2) = exp(x/Δ).

This tends to 0 on the left and to infinity on the right, so θ runs from 0 to π as required. With t = tan(θ/2),

cosθ = (1 − t²)/(1 + t²) = −tanh(x/Δ), sinθ = 1/cosh(x/Δ).

The length Δ measures the width. A convenient way to read it from any computed profile is

∫(1 − m_z²) dx = ∫dx/cosh²(x/Δ) = 2Δ,

because this integral does not depend on where the wall sits.

**Q:** I find it odd that D lowers the energy and leaves the width alone. A stronger force should deform the wall.

**A:** In this model the chiral energy of a planar wall is −πD for every profile from 0 to π, narrow or wide. A quantity that is the same for all profiles cannot prefer one of them. The width is set by exchange, which favours a wide wall, and by anisotropy, which favours a narrow one. At the minimum θ'² = sin²θ/Δ², so Aθ'² = K sin²θ at each point, and the two contribute 2√(AK) each.

Take K = 0.40 MJ/m³ with A = 10 pJ/m. Then √(AK) = 2 mJ/m² and Δ = 5 nm. Relaxed chains gave a width parameter of 5.00 nm, to that accuracy, at D = 0, 2 and 3 mJ/m². The energy at D = 2 mJ/m² is

σ = 4 × 2 − π × 2 = 8 − 6.283 = 1.717 mJ/m²,

and the relaxed chain also gives 1.717 mJ/m². The chiral term has removed more than three quarters of the cost of the wall.

**Q:** Suppose the wall turns in another plane. Does it still gain πD?

**A:** Turn the plane of rotation by a fixed azimuth φ about z:

m = (sinθ cosφ, sinθ sinφ, cosθ).

The exchange and anisotropy terms do not change. The chiral product becomes

m_z m_x' − m_x m_z' = cosφ (cos²θ + sin²θ) θ' = θ' cosφ.

The profile that minimizes the first two terms is the same as before, and

σ(φ) = 4√(AK) − πD cosφ.

At D = 2 mJ/m² this is 8 − 3.142 = 4.858 mJ/m² for φ = 60°. At 90° the chiral gain is lost and the cost is 8 mJ/m². At 180° the wall rotates in the unfavourable sense and costs 8 + 6.283 = 14.283 mJ/m². Evaluating the chain energy for these three profiles, without relaxation, gives 4.858, 7.999 and 14.281 mJ/m².

The two senses of rotation differ in energy by 2πD. The sign of D thus selects the handedness of the wall. The relaxed walls quoted above were started too wide and in a wrong plane, with every spin between the two fixed ends free to turn in three dimensions, and they reached the energy of the favourable wall.

## Second half: the critical constant and the state beyond it

**Q:** Restate what you carry over, so that I can hold you to it.

**A:** The unit vector m(x) has the energy density

w = A|m'|² + K(1 − m_z²) − D e·(m×m'),

with e = y, D > 0 and, from now on, K > 0. A planar wall of the favourable sense has σ = 4√(AK) − πD and the width parameter Δ = √(A/K). For K = 0 the ground state is a helix of period 4πA/D. The example has A = 10 pJ/m, K = 0.40 MJ/m³, √(AK) = 2 mJ/m² and Δ = 5 nm.

**Q:** The wall energy falls linearly with D. What happens when it reaches zero?

**A:** Setting 4√(AK) − πD = 0 gives

D_c = 4√(AK)/π.

Above D_c a wall has negative energy. A long uniform sample can then lower its energy by taking in widely spaced walls that all rotate in the same sense, so the uniform state is no longer the ground state. In the example

D_c = 8/π mJ/m² = 2.546 mJ/m².

At D = 3 mJ/m² the formula gives σ = 8 − 9.425 = −1.425 mJ/m², and the relaxed chain gives −1.424 mJ/m². A straight line through the relaxed wall energies at D = 2 and 3 mJ/m² crosses zero at 2.547 mJ/m².

**Q:** This proves half of the claim. Above D_c the uniform state loses. Below D_c it beats one kind of wall, but some clever non-planar texture might undercut it earlier.

**A:** That possibility has to be excluded, and a suitable set of angles makes it possible. Let β be the angle by which m leaves the xz plane, and ψ the angle within that plane:

m = (cosβ sinψ, sinβ, cosβ cosψ), −π/2 ≤ β ≤ π/2.

The changes of m due to β and to ψ are perpendicular, with lengths |β'| and cosβ |ψ'|. Hence

|m'|² = β'² + cos²β ψ'².

In m_z m_x' − m_x m_z' the terms with β' are

−cosβ cosψ sinβ sinψ β' + cosβ sinψ sinβ cosψ β' = 0,

and the terms with ψ' add up to cos²β (cos²ψ + sin²ψ) ψ' = cos²β ψ'. The anisotropy factor is

1 − cos²β cos²ψ = sin²β + cos²β(1 − cos²ψ) = sin²β + cos²β sin²ψ.

Together,

w = Aβ'² + K sin²β + cos²β u, u = Aψ'² + K sin²ψ − Dψ'.

Here u is the planar density. Leaving the plane costs the first two terms, and it also reduces the weight of u. Where u is positive that reduction is a gain, so the question is whether the cost always covers it.

The planar wall energy reaches zero at D_c = 4√(AK)/π, and above this value the uniform state is no longer the ground state. It remains to show whether a non-planar texture can undercut the uniform state earlier, and to find the ground state beyond D_c.
